# Does thermal smearing cap the zero-bias curvature of a backward diode?

**The argument under review.** The manuscript considers a detector diode used without bias, whose figure of merit is the curvature

$$\gamma=\frac{I''(0)}{I'(0)} .$$

It argues as follows. Carriers leave each contact with a Fermi distribution of width about $kT$. No feature of the current can then be sharper in voltage than $kT/e$. Hence $\gamma\le e/kT$ for every diode, and a backward diode, which conducts by band-to-band tunnelling, can at best reach the thermionic value.

The first sentence is right. The question is whether the last follows from it. I assume coherent, elastic transport between contacts in equilibrium.

**What the Fermi functions do limit**

Measure energy from the mean of the two Fermi levels, which then lie at $\pm eV/2$. With $f(E)=1/(1+e^{E/kT})$ and transmission $\mathcal T(E,V)$ summed over transverse modes,

$$I=C\int \mathcal T(E,V)\,[f(E-eV/2)-f(E+eV/2)]\,dE ,$$

where $C$ is a constant. The bracket is odd in $V$, so it equals $eV\,g(E)+O(V^3)$ with $g=-f'$. If $\mathcal G(V)=\int\mathcal T(E,V)\,g(E)\,dE$ is differentiable at $V=0$, then

$$I=CeV\,\mathcal G(V)+O(V^3),\qquad I'(0)=Ce\,\mathcal G(0),\qquad I''(0)=2Ce\,\mathcal G'(0),$$

$$\gamma=2\,\frac{\mathcal G'(0)}{\mathcal G(0)} .$$

The curvature therefore measures how bias changes the transmission. If $\mathcal T$ does not depend on $V$, it vanishes at any temperature.

Suppose now that bias moves the transmission without changing its shape, $\mathcal T=\mathcal T_0(E-seV)$. Substituting $y=E-seV$ gives

$$\mathcal G(V)=\int\mathcal T_0(y)\,g(y+seV)\,dy,\qquad \mathcal G'(0)=se\int\mathcal T_0(y)\,g'(y)\,dy .$$

Since $g=f(1-f)/kT$ and $f'=-g$, we have $g'=-(1-2f)\,g/kT$, so $|g'|\le g/kT$. Because $\mathcal T_0\ge0$,

$$|\gamma|\le 2|s|\,\frac{e}{kT}\le\frac{e}{kT}\qquad\text{for } |s|\le\tfrac12 .$$

The condition on $s$ says that the structure moves no further than the contact levels themselves. This is the correct content of the manuscript's bound.

For a sharp barrier top at $E_b+seV$, $\mathcal G=f(E_b+seV)$ and

$$\gamma=-2s\,\frac{e}{kT}\,[1-f(E_b)] .$$

A high barrier fixed to the collecting contact has $s=-1/2$ and $f(E_b)\ll1$. It gives $\gamma=e/kT$, the ideal diode law. For a narrow tunnelling resonance at $E_r+seV$, $\mathcal G\propto g(E_r+seV)$ and $\gamma=-2s(e/kT)\tanh(E_r/2kT)$. This obeys the same bound, so tunnelling by itself does not escape it.

**Where the argument fails**

In a backward diode, electrons pass from the valence band on the p side to the conduction band on the n side. Elastic transfer needs an energy present in both bands. Let positive $V$ be the reverse direction, which raises the p side relative to the n side. Each band edge follows its own contact:

$$E_v=\zeta_p+\frac{eV}{2},\qquad E_c=-\zeta_n-\frac{eV}{2},\qquad E_v-E_c=\Delta+eV,\quad \Delta=\zeta_n+\zeta_p .$$

Each edge alone has $|s|=1/2$, but the signs are opposite. The window changes its width, and no single $s$ describes it.

The simplest case has constant transmission inside the window. Then $\mathcal G=f(E_c)-f(E_v)$. Since $dE_c/dV=-e/2$ and $dE_v/dV=+e/2$,

$$\gamma=e\,\frac{g(E_c)+g(E_v)}{f(E_c)-f(E_v)} .$$

*Window centred on the Fermi level.* Put $w=\Delta/2kT$. The two values of $g$ both equal $\mathrm{sech}^2(w/2)/4kT$, and the denominator is $\tanh(w/2)$. Hence

$$\gamma=\frac{e}{kT}\,\frac{1}{2\sinh(w/2)\cosh(w/2)}=\frac{e}{kT}\,\frac{1}{\sinh w} .$$

The thermionic value is exceeded when $\sinh w<1$, that is for $\Delta<2kT\,\mathrm{arcsinh}\,1$, or 45.6 meV at 300 K. A wide window falls below it. For $\Delta\ll kT$ the curvature tends to $2e/\Delta$, which contains no temperature.

*Window far above the Fermi level.* Here $f\simeq e^{-E/kT}$ and $g\simeq f/kT$ at both edges, so

$$\gamma=\frac{e}{kT}\,\frac{f(E_c)+f(E_v)}{f(E_c)-f(E_v)}=\frac{e}{kT}\coth\frac{\Delta}{2kT} .$$

This exceeds $e/kT$ clearly when the overlap is not much wider than $kT$. When the upper edge is too high to matter, one moving edge remains and the exact Fermi functions give $(e/kT)[1-f(E_c)]$, just below the thermionic value.

**A diode with transverse momentum and a field**

The flat window omits two things: transverse motion, and the change of tunnelling probability with field. Take two mirror-symmetric bands, with energy $\varepsilon$ measured from midgap,

$$\varepsilon^2=(E_g/2)^2+P^2(k_x^2+k_\perp^2),\qquad P^2=\frac{\hbar^2E_g}{2m} .$$

The value of $P$ follows from expanding near an edge, $\varepsilon\simeq E_g/2+P^2k^2/E_g$. In a uniform field $F$, $\varepsilon$ changes by $eF$ per unit length. With $a^2=(E_g/2)^2+P^2k_\perp^2$, the decay constant is $\sqrt{a^2-\varepsilon^2}/P$, and the tunnelling exponent is

$$\frac{2}{eFP}\int_{-a}^{a}\sqrt{a^2-\varepsilon^2}\,d\varepsilon=\frac{\pi a^2}{eFP}=\frac{E_g}{4\bar E}+\frac{E_\perp}{\bar E},$$

$$\bar E=\frac{eFP}{\pi E_g},\qquad E_\perp=\frac{\hbar^2k_\perp^2}{2m}=\frac{P^2k_\perp^2}{E_g} .$$

Let $K$ be the distance of $E$ from the nearer window edge. A propagating state on both sides requires $a\le E_g/2+K$, hence $E_\perp\le q=K(1+K/E_g)$. The density of transverse modes is $m/2\pi\hbar^2$ per unit area and energy, so the transmission is proportional to

$$M=\int_0^q e^{-E_g/4\bar E-E_\perp/\bar E}\,dE_\perp=e^{-E_g/4\bar E}\,\bar E\,(1-e^{-q/\bar E}) .$$

With the factor 2 for spin, the conductance per area is

$$G=\frac{2e^2}{h}\,\frac{m}{2\pi\hbar^2}\int_{E_c}^{E_v}M\,g\,dE .$$

Write $\langle A\rangle=\int_{E_c}^{E_v}A\,g\,dE$ at $V=0$ and $N=\langle\bar E(1-e^{-q/\bar E})\rangle$. At fixed field, $\partial K/\partial V=e/2$ in both halves of the window. Since $M$ vanishes at the edges, the moving limits add nothing, and

$$\gamma_{\rm window}=\frac{e}{N}\left\langle\left(1+\frac{2K}{E_g}\right)e^{-q/\bar E}\right\rangle .$$

For small overlap, $q\simeq K$. The numerator tends to $e\Delta g$ and $N$ to $g\Delta^2/4$, so $\gamma\to4e/\Delta$.

Let the total drop $D=(E_g+\Delta)/e$, and all added bias, lie across an undoped layer of thickness $d$. Then $F=D/d$ and $d\ln\bar E/dV=1/D$. Differentiating $M$ with respect to $\ln\bar E$ gives

$$\gamma_{\rm field}=\frac{2}{D}\left[\frac{E_g}{4\bar E}+1-\frac{\langle q\,e^{-q/\bar E}\rangle}{N}\right].$$

The total is $\gamma=\gamma_{\rm window}+\gamma_{\rm field}$. Overlap is thus not the sole non-thermal source of curvature.

**Numbers for an InAs-like junction**

Take rough InAs-like values: $E_g=0.35$ eV, $m=0.024\,m_0$, heavy-hole mass $0.4\,m_0$ and relative permittivity 15. Let $d=15$ nm, $\zeta_n=50$ meV and $\zeta_p=-10$ meV at 300 K. The overlap is 40 meV. Two doping sheets of $2.2\times10^{12}$ cm$^{-2}$ bound the layer and confine the field to it at zero bias; the field inside is uniform because the layer is taken as free of charge. This neglects holes spilling in from the p side, which in this field would carry about 18 % of a sheet's charge. Then

- $P=0.745$ eV nm and $F=0.390\ \text{V}/15\ \text{nm}=0.260$ MV/cm.
- $\bar E=(0.0260\times0.745)/(\pi\times0.35)$ eV $=17.6$ meV.
- $E_g/4\bar E=4.96$, so the transmission at $k_\perp=0$ is $7.0\times10^{-3}$.

Numerical integration over the window gives $G=5.5\times10^3$ S/cm$^2$, a resistance–area product of 18 kΩ µm$^2$, and $\gamma_{\rm window}=84.3$ V$^{-1}$. The last ratio in $\gamma_{\rm field}$ is 0.68, so $\gamma_{\rm field}=(2/0.390)(4.96+1-0.68)\approx27.1$ V$^{-1}$. The total is 111 V$^{-1}$, against $e/kT=38.7$ V$^{-1}$.

A controlled comparison isolates the cause. With the field held fixed and both edges made to follow the p contact, the same window gives 19 V$^{-1}$. With the field still fixed and the edges following opposite contacts, it gives 84 V$^{-1}$.

The current density is 275 A/cm$^2$ at +20 mV and −24 A/cm$^2$ at −20 mV. The ratio of magnitudes is 11.3; an ideal thermionic diode gives $e^{20/25.85}=2.17$.

For a small alternating voltage $v$, the rectified current is $\tfrac12I''\langle v^2\rangle$ and the absorbed power $I'\langle v^2\rangle$, with brackets now meaning a time average. The short-circuit responsivity is $\gamma/2=56$ A/W, against 19 A/W at the thermionic value.

**The conditions**

Vary $\zeta_p$ at fixed $\zeta_n$, temperature and layer thickness:

| Overlap (meV) | $\gamma$ (V$^{-1}$) | $G$ (S/cm$^2$) |
|---:|---:|---:|
| 20 | 213 | 980 |
| 40 | 111 | 5500 |
| 60 | 76 | 16000 |
| 100 | 44 | 56000 |

These values use the tunnel formula with all added bias across the layer, and in them the advantage is gone at 114 meV. In the wave equation described below, with the bias shared with the contacts, it is gone already near 83 meV. At the other end, the tunnel formula gives $I'\propto\Delta^2$ and $I''\propto\Delta$ for small overlap; the wave equation with sharp layer ends gives $\Delta^3$ and $\Delta^2$. In both, the ratio diverges while $I''$ itself vanishes, and the responsivity keeps its zero-bias value only for voltages well below $\Delta/e$, so a large $\gamma$ alone does not make a good detector.

Temperature acts through the Fermi levels too. Keep the gap and the contact doping fixed, and let the doping sheets be chosen at each temperature so that the field stays confined to the layer. The overlap is then 54 meV at 250 K and 24 meV at 350 K, and the tunnel formula gives $\gamma=85$ and 176 V$^{-1}$. The curvature rises on heating, while $e/kT$ falls from 46 to 33 V$^{-1}$.

The tunnelling exponent ignores wave matching at the layer ends. I therefore integrated the two-band equation $-iP\sigma_x\psi'+a\sigma_z\psi=(E-U)\psi$ numerically through the layer, where $U$ is the midgap energy and $\sigma_{x,z}$ are Pauli matrices. The conductance changes by 1 %, but $\gamma=2\mathcal G'(0)/\mathcal G(0)$, with the derivative taken from $\mathcal G$ at ±1 mV, becomes 140 V$^{-1}$. The close agreement in conductance is a crossing at this overlap: the wave equation gives 0.63 of the tunnel-formula conductance at 20 meV and 1.43 times it at 100 meV. A ratio that rises with overlap adds to $\gamma$, and the conductances in the table are uncertain by similar factors. The contacts also take part of the added bias, over linear screening lengths of 10 nm (n side) and 3 nm (p side). Including this in the wave equation gives 101 V$^{-1}$. A self-consistent Thomas–Fermi potential with the same doping sheets, which also lets carriers spill into the layer, gives about 106 V$^{-1}$ and lowers the conductance to about 4600 S/cm$^2$.

**Comparison with real devices.** Room-temperature antimonide heterostructure backward diodes have curvatures of very roughly 40 to 50 V$^{-1}$, so the model value is far above typical. The model is also a different structure, a homojunction with ideal doping sheets. Real junctions break its assumption of sharp, uniform edges. Averaging the tunnel-formula conductance over Gaussian variations of the overlap, shared equally between the two edges, lowers $\gamma$ to 104 V$^{-1}$ for 10 meV rms and 88 V$^{-1}$ for 20 meV. If one edge alone carries the variation, the 20 meV value becomes 84 V$^{-1}$ (p edge) or 95 V$^{-1}$ (n edge). Real junctions also leak. A linear parallel conductance $G_l$ gives $\gamma G/(G+G_l)$, which falls to $e/kT$ at $G_l=1.9\,G$. Ballistic emission adds about 22 S/cm$^2$ from electrons passing over the p-side conduction edge, 0.34 eV above the Fermi level, and about 32 S/cm$^2$ from heavy holes passing the n-side valence edge, 0.40 eV below it. Together this is 1 % of $G$ and matters little. Trap- and phonon-assisted tunnelling, heavy-hole tunnelling and gap narrowing are not modelled. The result also depends on doping: if heavier p doping raised $\zeta_p$ by 20 meV, $\gamma$ would fall from 111 to 76 V$^{-1}$, as the table shows.

**Recommendation.** The bound should be restated for transmission that bias shifts rigidly by no more than half the applied voltage. The claim about backward diodes should be withdrawn: thermal smearing limits how sharply the contacts sample the transmission, but not how fast bias changes its width or height.

Numbers in the example were calculated in double precision.
